\section*{Spin conductance between a two-dimensional magnet and a metal at small gap}

\section{Problem}

A ferromagnet one atomic layer thick lies on a three-dimensional metal. Its magnons have the energies
\begin{equation}
\varepsilon_k=\Delta+Dk^2 ,
\end{equation}
where $k$ is the wavenumber in the plane, $\Delta$ the gap and $D$ the stiffness. The algebra is in atomic units ($\hbar=e=m_e=1$), and the temperature $T$ is an energy. The equilibrium spin of the magnet points up, and each magnon lowers it by one. In the metal the two spin species have chemical potentials $\mu_\uparrow$ and $\mu_\downarrow$, and the spin accumulation is $\mu=\mu_\downarrow-\mu_\uparrow$.

Electrons and magnet are coupled by a weak exchange $J\,\mathbf S_i\cdot\mathbf s_i$ at each magnetic site $i$, where $\mathbf s_i$ is the electron spin at the contact. Let $I$ be the net number of magnons that the metal creates per area and time, while the magnons are held at temperature $T$ and zero chemical potential. The linear interfacial spin conductance is $G=(dI/d\mu)_{\mu=0}$.

(a) Estimate by scaling how $G$ depends on $\Delta$ when $\Delta\ll T$ at fixed $T$. (b) Calculate $G$ for any $\Delta/T$, and compare its small-gap limit with the estimate. (c) Up to what $\mu$ is the response linear? (d) Evaluate $G$ for a magnetic monolayer at 5 K.

Assume that magnons do not interact, that the magnetization precesses on circles (spin rotation symmetry about its axis), and that the metal's density of states is constant over energies of order $T$. The gap $\Delta$ is the actual one at temperature $T$, and the layer is infinite.

\section{First estimate by scaling}

A magnon can decay by exciting an electron-hole pair. The number of pairs with total energy $\varepsilon$ grows as $\varepsilon$, so the decay rate can be written $2\alpha\varepsilon$ with a dimensionless interfacial damping $\alpha$. The metal drives the occupation of each mode towards the Bose function $n(\varepsilon-\mu)$, where $n(\varepsilon)=1/(e^{\varepsilon/T}-1)$. For small $\mu$ this target lies above the held occupation $n(\varepsilon)$ by $-\mu\,n'(\varepsilon)$. For $\varepsilon\ll T$ we have $n\approx T/\varepsilon$ and $-n'\approx T/\varepsilon^2$. One mode therefore contributes
\begin{equation}
2\alpha\varepsilon\cdot\frac{\mu T}{\varepsilon^2}=\frac{2\alpha\mu T}{\varepsilon}.
\end{equation}
Modes above $T$ are left out, because their weight falls off exponentially and they cannot depend on a small gap. Below $k_\Delta=\sqrt{\Delta/D}$ the energy no longer falls with $k$. Between $k_\Delta$ and $k_T=\sqrt{T/D}$ we set $\varepsilon\approx Dk^2$ and obtain
\begin{equation}
G_{\rm est}=2\alpha\int_{k_\Delta}^{k_T}\frac{k\,dk}{2\pi}\,\frac{T}{Dk^2}
=\frac{\alpha T}{\pi D}\ln\frac{k_T}{k_\Delta}
=\frac{\alpha T}{2\pi D}\ln\frac{T}{\Delta}.
\label{est}
\end{equation}
Each factor of ten in $k$ contributes equally. The estimate grows without bound as $\Delta\to0$, but its sharp cutoffs leave an additive constant beside the logarithm undetermined.

\section{Exact solution}

\subsection{Creation and absorption of a magnon}

With $S^\pm=S^x\pm iS^y$ the transverse part of the exchange is $\tfrac J2(S_i^+s_i^-+S_i^-s_i^+)$. To leading order in the magnon number $S_i^+=\sqrt{2S}\,a_i$, and $s_i^-=c^\dagger_{i\downarrow}c_{i\uparrow}$. Hence
\begin{equation}
V=W\sum_i\left(a_i\,c^\dagger_{i\downarrow}c_{i\uparrow}+a_i^\dagger\,c^\dagger_{i\uparrow}c_{i\downarrow}\right),\qquad W=J\sqrt{S/2}.
\end{equation}
An electron that flips from down to up creates a magnon and loses the energy $\varepsilon$.

Take first independent contacts, each with the density of states $\rho$ per spin. A normalized magnon has weights on the sites that sum to one, so the sum over contacts leaves a single factor $2\pi W^2\rho^2$ in the golden rule. We name it
\begin{equation}
2\alpha=2\pi W^2\rho^2=\pi SJ^2\rho^2 .
\label{alpha}
\end{equation}

The electron integrals remain. Let $f(E)=1/(e^{E/T}+1)$, and let the down state have energy $E$ and the up state $E-\varepsilon$. With $f_\downarrow=f(E-\mu_\downarrow)$ and $f_\uparrow=f(E-\varepsilon-\mu_\uparrow)$ the arguments differ by
\begin{equation}
(E-\mu_\downarrow)-(E-\varepsilon-\mu_\uparrow)=\varepsilon-\mu\equiv y .
\end{equation}
Since $(1-f)/f=e^{E/T}$, it follows that $f_\uparrow(1-f_\downarrow)=e^{y/T}f_\downarrow(1-f_\uparrow)$. Subtracting $f_\downarrow(1-f_\uparrow)$ from both sides gives
\begin{equation}
f_\uparrow-f_\downarrow=(e^{y/T}-1)\,f_\downarrow(1-f_\uparrow).
\end{equation}
The integral of $f_\uparrow-f_\downarrow$ over $E$ is the distance between the two Fermi steps, $(\varepsilon+\mu_\uparrow)-\mu_\downarrow=y$. Therefore
\begin{align}
\int f_\downarrow(1-f_\uparrow)\,dE&=y\,n(y) &&\text{(emission)},\\
\int f_\uparrow(1-f_\downarrow)\,dE&=y\,[1+n(y)] &&\text{(absorption)}.
\end{align}
Emission into a mode with occupation $N$ carries the factor $1+N$, and absorption the factor $N$. The terms with $N\,n(y)$ cancel in the net rate:
\begin{equation}
\dot N=2\alpha y\left\{(1+N)\,n(y)-N[1+n(y)]\right\}=2\alpha\,(\varepsilon-\mu)\,[n(\varepsilon-\mu)-N].
\label{rate}
\end{equation}
At $\mu=0$ an excess of magnons decays at the rate $2\alpha\varepsilon$, as the estimate assumed.

Equation (\ref{alpha}) can be compared with direct evolution under the Schr\"odinger equation. One magnon is coupled to all single electron-hole pairs of a half-filled chain of 240 sites at zero temperature, with the contact at the end site. With the hopping as energy unit, $\rho=1/\pi$, $S=3/2$ and $J=0.16$. For $\varepsilon=0.2$ and $0.4$ the decay rates are 0.00237 and 0.00476, against 0.00244 and 0.00489 from $2\alpha\varepsilon$. They lie about 3\% below the golden rule, which is of lowest order in $J$ and is used here with a constant density of states.

\subsection{The conductance}

Setting $N=n(\varepsilon)$ in (\ref{rate}) and summing over modes gives
\begin{equation}
I=2\alpha\int\frac{d^2k}{(2\pi)^2}\,(\varepsilon_k-\mu)\,[n(\varepsilon_k-\mu)-n(\varepsilon_k)].
\label{current}
\end{equation}
From $d\varepsilon=2Dk\,dk$ we have $d^2k/(2\pi)^2\to k\,dk/2\pi=d\varepsilon/(4\pi D)$: the density of states is constant above the gap. The bracket vanishes at $\mu=0$, so only its own derivative, $-n'(\varepsilon)$, contributes to $G$:
\begin{equation}
G=\frac{\alpha}{2\pi D}\int_\Delta^\infty\varepsilon\,[-n'(\varepsilon)]\,d\varepsilon .
\label{G}
\end{equation}
Integration by parts, with $\varepsilon n\to0$ at infinity, turns the integral into
\begin{equation}
\Delta\,n(\Delta)+\int_\Delta^\infty n\,d\varepsilon
=\Delta\,n(\Delta)-T\ln\left(1-e^{-\Delta/T}\right),
\label{parts}
\end{equation}
because $T\ln(1-e^{-\varepsilon/T})$ has the derivative $n(\varepsilon)$ and vanishes at infinity. With $x=\Delta/T$,
\begin{equation}
G=\frac{\alpha T}{2\pi D}\,F(x),\qquad F(x)=\frac{x}{e^x-1}-\ln(1-e^{-x}).
\label{result}
\end{equation}

For small $x$ the two parts are
\begin{align}
\frac{x}{e^x-1}&=1-\frac x2+\frac{x^2}{12}+\dots,\\
\ln(1-e^{-x})&=\ln x+\ln\left(1-\frac x2+\frac{x^2}{6}-\dots\right)=\ln x-\frac x2+\frac{x^2}{24}+\dots,
\end{align}
where the last coefficient is $\tfrac16-\tfrac18$. The linear terms cancel in the difference, and
\begin{equation}
F(x)=\ln\frac1x+1+\frac{x^2}{24}+\dots,\qquad
G\to\frac{\alpha T}{2\pi D}\left[\ln\frac T\Delta+1\right].
\label{log}
\end{equation}
At fixed $T$ the conductance thus diverges logarithmically as the gap vanishes.

\section{Comparison of estimate and solution}

The estimate (\ref{est}) has the right logarithm with the right coefficient, and it misses the constant 1. In (\ref{parts}) the integral of $n$ is proportional to the number of thermal magnons and gives $T\ln(T/\Delta)$ without a constant, and the boundary term $\Delta\,n(\Delta)\to T$ gives the 1. This split comes from the integration by parts and does not say which modes contribute. Mode by mode, $-\varepsilon n'=T/\varepsilon-\varepsilon/(12T)+\dots$, so the modes between $\Delta$ and $T$ give $\ln(T/\Delta)-0.04$ to $F$, and the modes above $T$, which the estimate drops, give $F(1)=1.04$. Relative to the solution the estimate is too small by about $1/F$, an error that itself falls only logarithmically. At $\Delta/T=0.0232$, where $F=4.76$, the estimate is still 21\% too low.

The constant density of states decides the form of the divergence. In one dimension it is replaced by a factor $(\varepsilon-\Delta)^{-1/2}$. With $\varepsilon=\Delta+s^2$ and $-\varepsilon n'\approx T/\varepsilon$,
\begin{equation}
\int_\Delta^\infty\frac{T\,d\varepsilon}{\varepsilon\sqrt{\varepsilon-\Delta}}
=2T\int_0^\infty\frac{ds}{\Delta+s^2}=\frac{\pi T}{\sqrt\Delta},
\end{equation}
which is a power law. In three dimensions the factor is $(\varepsilon-\Delta)^{1/2}$. At $\Delta=0$ the integrand then behaves as $T\varepsilon^{-1/2}$ near zero, which is integrable, and the conductance stays finite.

The logarithm also survives changes at larger $k$. For a smooth interface that conserves momentum in the plane, $\rho^2$ in (\ref{alpha}) is replaced by an overlap of surface spectral functions at momenta that differ by $k$, so $\alpha$ becomes $\alpha(k)$. If $\alpha(k)-\alpha(0)$ vanishes at least as fast as a power $k^p$ with $p>0$, its contribution is bounded by a multiple of $\int k\,dk\,k^p/k^2$, which converges at $k=0$. It changes the constant and not the coefficient of the logarithm, in which $\alpha$ stands for $\alpha(0)$. The argument requires $\alpha(0)$ to be finite and nonzero.

\section{Range of linear response}

In the first term of (\ref{current}) we shift the variable to $y=\varepsilon-\mu$. The part of the integral above $\Delta$ cancels against $\int\varepsilon n\,d\varepsilon$ from the second term, and
\begin{equation}
I=\frac{\alpha}{2\pi D}\left[\int_{\Delta-\mu}^{\Delta}y\,n(y)\,dy+\mu\int_\Delta^\infty n\,d\varepsilon\right].
\end{equation}
The second term contains the logarithm and is strictly linear in $\mu$. In the first, $y\,n(y)=T-y/2+\dots$ is smooth through $y=0$, and the integral is $\mu(T-\Delta/2)+\mu^2/4+\dots$. For $\Delta\ll T$ the leading nonlinear part of the current, relative to the linear part, is therefore
\begin{equation}
\frac{\mu^2/4}{\mu TF}=\frac{\mu}{4TF}.
\end{equation}
For a held magnon distribution, $\mu\ll T$ is sufficient for linearity, and $\mu\ll\Delta$ is not needed. For $\Delta/T=0.01$ and $\mu/T=0.2$, twenty times the gap, the full integral (\ref{current}) exceeds the linear law by 0.91\%; $\mu/(4TF)$ gives 0.89\%.

Holding the distribution is another matter. For $\mu>\Delta$ the lowest modes have $y<0$, and (\ref{rate}) makes their occupation grow instead of decay. Other damping must then exceed this gain. If, on the other hand, the metal is the sole bath and $\mu<\Delta$, the occupation settles at $n(\varepsilon-\mu)$ and the current stops. $G$ describes the interface at a given magnon distribution, not the steady state of every device.

\section{A magnetic monolayer at 5 K}

Take $S=3/2$, a honeycomb lattice with constant 0.69 nm, $D=0.5$ meV\,nm$^2$, $\alpha=0.01$ and an anisotropy gap of 0.3 meV. A field opposed to the magnetization lowers the gap, with $g=2$. At 5 K, $T=0.431$ meV. The prefactor of (\ref{result}), which is $\hbar G$ per unit of $F$, is
\begin{equation}
\frac{\alpha T}{2\pi D}=\frac{0.01\times0.431}{2\pi\times0.5}\ \mathrm{nm^{-2}}=1.37\times10^{-3}\ \mathrm{nm^{-2}}.
\end{equation}
With $T$, $D$ and $\alpha$ fixed, the gap is varied:
\begin{center}
\begin{tabular}{cccccc}
$\Delta$ & field & $\ln(T/\Delta)$ & $F$ & $\hbar G$ & spin loss\\
(meV) & (T) & & & ($10^{-3}$ nm$^{-2}$) & (\%)\\
0.30 & 0 & 0.36 & 1.38 & 1.90 & 0.65\\
0.10 & $-1.73$ & 1.46 & 2.46 & 3.38 & 1.5\\
0.03 & $-2.33$ & 2.66 & 3.66 & 5.03 & 2.5\\
0.01 & $-2.51$ & 3.76 & 4.76 & 6.53 & 3.6
\end{tabular}
\end{center}
A gap thirty times smaller raises $G$ by a factor of 3.4. From 0.10 to 0.01 meV, $\hbar G$ gains $3.15\times10^{-3}$ nm$^{-2}$; the asymptotic gain per decade, $\ln10$ times the unrounded prefactor, is $3.16\times10^{-3}$ nm$^{-2}$.

Counting each transferred $\hbar$ as one charge $e$ multiplies $\hbar G$ by $e^2/\hbar$. At the smallest gap this gives $1.59\times10^{12}$ S/m$^2$. As long as another bath holds the magnons at their thermal occupation, a spin accumulation of 0.005 meV, half the gap, drives $1.59\times10^{12}\times5\times10^{-6}=8.0\times10^{6}$ A/m$^2$, with a nonlinear part of 0.06\%.

The magnetic parameters are rough values in the regime of a chromium trihalide monolayer. The damping is an assumed value, not one measured for a particular interface, and $G$ is proportional to it. By (\ref{alpha}) it corresponds to $J\rho=0.065$, which is consistent with weak coupling. The assumption most exposed in a real layer is that it stays a single domain, magnetized against a field of 2.5 T. Monolayers of chromium triiodide reverse at fields of order 0.1 T. At 0.1 T the gap has fallen by only 0.012 meV, and $G$ has risen by about 3\%. The lower rows of the table therefore show how $G$ depends on the gap, not what a reversed field achieves in such a layer; gaps that small call for a material with weaker anisotropy.

\section{What limits the logarithm}

At $\Delta=0.01$ meV the neglected effects are modest. The full honeycomb band raises $G$ by 1.2\%, all of it from the departure of the acoustic branch from $Dk^2$; the optical branch is frozen out at 5 K. For a half-filled cubic tight-binding metal with lattice constant 0.4 nm, the momentum dependence of $\alpha(k)$ lowers it by about 3.5\% (3.6\% if $\alpha(k)$ is taken along a cube axis, 3.5\% along the diagonal). In both cases the computed coefficient of the logarithm agrees with (\ref{log}) within 0.1\%. The magnon linewidth is 2\% of the magnon energy.

Three effects set limits at smaller gaps. First, the thermal magnons that carry the logarithm also reduce the magnetization, by the spin loss in the table. It grows by about two percentage points per decade of gap, and free magnons are a fair description while it is small.

Second, a wave of in-plane magnetization produces a stray field proportional to $k$. This adds $Bk$ to one of the two transverse stiffnesses, so that $\varepsilon=\sqrt{A(A+Bk)}$ with $A=\Delta+Dk^2$, and here $B=0.0098$ meV\,nm. For $\Delta=0.01$ meV the magnon energy at $Dk^2=\Delta$ rises by about 3.5\%. The terms $Bk$ and $Dk^2$ are equal at $B^2/D\approx2\times10^{-4}$ meV. For gaps near or below this energy neither the quadratic band nor circular precession holds, and (\ref{log}) no longer applies. The divergence is weakened but not removed. With $a_k=u\,b_k+v\,b^\dagger_{-k}$ a down-to-up flip either creates a magnon (weight $u^2$) or absorbs one (weight $v^2$), and the spin conductance of a mode acquires the factor $u^2+v^2=(A+Bk/2)/\varepsilon$. For $\varepsilon\ll T$ the integrand $T/A$ becomes $\tfrac T2\left[1/A+1/(A+Bk)\right]$, and the first term keeps a logarithm with half the coefficient as $\Delta\to0$. In the example the stray field lowers the spin conductance by 2\% at 0.01 meV and by 4\% at $10^{-3}$ meV, and it reduces the gain per decade of gap to 0.95 and 0.87 of the value in (\ref{log}).

Third, a layer 1 $\mu$m wide has discrete modes with a spacing of order $D(2\pi/1\,\mu\mathrm m)^2\approx2\times10^{-5}$ meV, and the integral over $k$ fails for gaps well below it. There the uniform mode of an $L\times L$ layer contributes $2\alpha T/(\Delta L^2)$, which grows faster than the logarithm. With free edges the finite width already raises $G$ by 0.9\% at 0.01 meV and by 2\% at $10^{-3}$ meV. The form (\ref{log}) thus belongs to the infinite layer of free magnons with exchange stiffness alone. In this example it gives $G$ with errors of several percent down to gaps somewhat above $10^{-3}$ meV, where the coefficient of the logarithm is already about 10\% lower.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MAGNON DECAY (chain metal, energies in units of hopping)
energy 0.2: decay rate evolved 0.002372, golden rule 0.002445
energy 0.4: decay rate evolved 0.004764, golden rule 0.004889
CONDUCTANCE FUNCTION (reduced units)
gap/T 1.000: F from current 1.04065, closed form 1.04065
gap/T 0.100: F from current 3.30300, closed form 3.30300
gap/T 0.001: F from current 7.90776, closed form 7.90776
(F - 1 + ln x)/x^2 at x = 0.05: 0.04166, 1/24 = 0.04167
gap/T 0.01, mu/T 0.2: current over linear law - 1 = 0.00909, mu/(4TF) = 0.00892
1D integral times sqrt(gap/T): 3.1403, pi = 3.1416
3D integral at gap/T = 1e-8: 3.4724, limit 3.4727
EXAMPLE INPUTS
temperature 5.0 K, as energy 0.4309 meV
stiffness D 0.50 meV nm^2, lattice constant 0.69 nm
spin 1.5, g factor 2.0, damping alpha 0.010
anisotropy gap 0.30 meV
spin density 7.276 hbar/nm^2
exchange times density of states 0.0651
prefactor alpha T/(2 pi D) 1.3715e-03 nm^-2
gain of hbar G per decade of gap 3.1580e-03 nm^-2
EXAMPLE RESULTS
gap 0.30 meV: field 0.000 T, gap/T 0.6963
  F 1.3820, log form 1.3620, hbar G 1.8954e-03 nm^-2
  magnetization lost to magnons 0.65 %
gap 0.10 meV: field -1.728 T, gap/T 0.2321
  F 2.4629, log form 2.4606, hbar G 3.3778e-03 nm^-2
  magnetization lost to magnons 1.48 %
gap 0.03 meV: field -2.332 T, gap/T 0.0696
  F 3.6648, log form 3.6646, hbar G 5.0262e-03 nm^-2
  magnetization lost to magnons 2.54 %
gap 0.01 meV: field -2.505 T, gap/T 0.0232
  F 4.7632, log form 4.7632, hbar G 6.5327e-03 nm^-2
  magnetization lost to magnons 3.56 %
G at gap 0.01 meV: 1.590e+12 S/m^2
spin current at mu = 0.005 meV: 7.951e+06 A/m^2
NEGLECTED EFFECTS (at gap 0.01 meV unless stated)
honeycomb band changes G by 1.21 %
  log coefficient, honeycomb over quadratic 1.0005
thermal wavenumber 0.928 nm^-1, metal lattice 0.4 nm
metal response there over k = 0: 0.9408
  this changes G by -3.60 %
  log coefficient with it over without 0.9999
dipolar coefficient 0.00982 meV nm
dipolar shift at D k^2 = gap: 3.47 % of magnon energy
dipolar term equals D k^2 at 1.93e-04 meV
magnon linewidth over energy 0.020
nonlinear part of current at mu = 0.005 meV: 0.061 %
level spacing scale, 1000 nm wide layer: 1.97e-05 meV
\end{verbatim}
